# Occupation bounds for the CCSD density of stretched N2

## Problem

Describe N$_2$ in the STO-3G basis with a closed-shell RHF determinant $|0\rangle$. Freeze the two lowest orbitals, which leaves 10 electrons in 8 orbitals. The active occupied orbitals are $2\sigma_g$, $3\sigma_g$, $2\sigma_u$ and two $\pi_u$ components; the virtual ones are two $\pi_g$ components and $3\sigma_u$. This configuration is kept at all distances. Orbitals are real, and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ is summed over spin.

The CCSD one-particle density is

$$\gamma_{pq}=\langle 0|(1+\Lambda)e^{-T}E_{pq}e^{T}|0\rangle ,\qquad T=\sum_\mu t_\mu\tau_\mu,\quad \Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger ,$$

where $\tau_\mu$ runs over spin-adapted single and double excitations.

1. Show that real one-electron properties depend only on $D=\tfrac12(\gamma+\gamma^T)$.
2. Find the necessary and sufficient condition on the eigenvalues of $D$ for it to come from an ensemble of $N$-electron states. Why may CCSD fail it?
3. Use symmetry to diagonalize $D$, and find when a $2\times2$ block breaks the upper bound.
4. Locate the distances at which CCSD breaks the bounds, and compare with FCI in the same orbital space.

## Hints

- For part 1, write the CCSD energy as a Lagrangian that is stationary in both $t_\mu$ and $\lambda_\mu$.
- For part 2, write an occupation as the squared norm of a vector. For sufficiency, move occupation between two fractionally filled orbitals.
- For part 3, compute $(2-n_+)(2-n_-)$ instead of the square root.
- For part 4, follow $m=\min(n_{\min},\,2-n_{\max})$ and look for changes of sign.

## Solution

### 1. Why the symmetric part is the one to diagonalize

Define the Lagrangian

$$\mathcal L(t,\lambda)=\langle0|(1+\Lambda)e^{-T}He^{T}|0\rangle .$$

Its derivative with respect to $\lambda_\mu$ gives the amplitude equations $\langle0|\tau_\mu^\dagger e^{-T}He^T|0\rangle=0$. When they hold, the $\Lambda$ term vanishes and $\mathcal L$ equals the CCSD energy $E$.

All excitation operators commute with each other, so $\partial e^{T}/\partial t_\nu=\tau_\nu e^T=e^T\tau_\nu$, and

$$\frac{\partial}{\partial t_\nu}\,e^{-T}He^{T}=-e^{-T}\tau_\nu He^T+e^{-T}H\tau_\nu e^T=e^{-T}[H,\tau_\nu]e^T .$$

The multipliers are fixed by requiring

$$\langle0|(1+\Lambda)e^{-T}[H,\tau_\nu]e^{T}|0\rangle=0 .$$

Now add $f(E_{pq}+E_{qp})$ to $H$ with the orbitals held fixed. Since $\mathcal L$ is stationary in $t$ and $\lambda$, only its explicit dependence on $f$ contributes:

$$\frac{dE}{df}=\gamma_{pq}+\gamma_{qp}=2D_{pq}.$$

A general real one-electron operator $\sum_{pq}v_{pq}E_{pq}$ with $v_{pq}=v_{qp}$ gives

$$\sum_{pq}v_{pq}\gamma_{pq}=\tfrac12\sum_{pq}v_{pq}\gamma_{pq}+\tfrac12\sum_{pq}v_{qp}\gamma_{qp}=\sum_{pq}v_{pq}D_{pq},$$

where the second half has its indices renamed. The antisymmetric part of $\gamma$ drops out. Because the orbitals do not respond, this is the unrelaxed density.

The trace is correct. The operator $\sum_pE_{pp}$ counts electrons and commutes with $T$, and $\langle0|(1+\Lambda)|0\rangle=1$ because $\langle0|\tau_\mu^\dagger|0\rangle=0$. Hence $\mathrm{tr}\,D=10$.

### 2. The ensemble condition

Let $c$ be a normalized real vector and $a_{\phi\sigma}=\sum_pc_pa_{p\sigma}$. For a normalized state $|\Psi\rangle$,

$$\langle\Psi|a^\dagger_{\phi\sigma}a_{\phi\sigma}|\Psi\rangle=\|a_{\phi\sigma}\Psi\|^2\ge0,$$

$$1-\langle\Psi|a^\dagger_{\phi\sigma}a_{\phi\sigma}|\Psi\rangle=\langle\Psi|a_{\phi\sigma}a^\dagger_{\phi\sigma}|\Psi\rangle=\|a^\dagger_{\phi\sigma}\Psi\|^2\ge0 .$$

The second line uses the anticommutator $a_{\phi\sigma}a^\dagger_{\phi\sigma}+a^\dagger_{\phi\sigma}a_{\phi\sigma}=1$. Summing over the two spins gives $0\le c^TDc\le2$, and averaging over an ensemble preserves this. Choosing $c$ as an eigenvector of $D$ gives $0\le n_k\le2$ for every natural occupation.

The condition is also sufficient when the trace is the even number $N$. Put $x_k=n_k/2$, so that $0\le x_k\le1$ and $\sum_kx_k=N/2=5$.

- If one $x_k$ is fractional, a second one must be, because the sum is an integer.
- Raise one of the two and lower the other by the same amount until one of them reaches 0 or 1. Then do the same in the opposite direction.
- The original point lies between these two end points, so it is a weighted average of them, and each has fewer fractional entries.
- Repeating this ends in vectors of zeros and ones with five ones.

Each final vector is a determinant with five doubly occupied natural orbitals. Mixing these determinants with the weights found reproduces $D$. This settles representability of the one-particle density only; it says nothing about the CCSD two-particle density or energy.

For CCSD, put $|\Psi\rangle=e^T|0\rangle$ and $\langle L|=\langle0|(1+\Lambda)e^{-T}$. Then

$$c^TDc=\sum_\sigma\langle L|a^\dagger_{\phi\sigma}a_{\phi\sigma}|\Psi\rangle .$$

This is an overlap between two different vectors, $a_{\phi\sigma}|L\rangle$ and $a_{\phi\sigma}|\Psi\rangle$, and not a squared norm. The proof of the bounds does not apply. That permits a violation but does not require one.

### 3. The symmetry blocks

$H$, $T$ and $\Lambda$ are totally symmetric, so $\gamma_{pq}$ vanishes unless $p$ and $q$ have the same symmetry. There is one $2\times2$ block for $\sigma_g$ and one for $\sigma_u$. Each $\pi$ component stands alone, and its diagonal element is its occupation.

Let a block of $D$ have diagonal elements $a,b$ and off-diagonal element $s=\tfrac12(\gamma_{pq}+\gamma_{qp})$. From $(a-n)(b-n)-s^2=0$,

$$n_\pm=\frac{a+b}{2}\pm\sqrt{\Big(\frac{a-b}{2}\Big)^2+s^2}.$$

The unsymmetrized block has $\gamma_{pq}\gamma_{qp}$ in place of $s^2$. The difference is

$$s^2-\gamma_{pq}\gamma_{qp}=\tfrac14(\gamma_{pq}-\gamma_{qp})^2\ge0 ,$$

so symmetrization can only push a real pair of eigenvalues apart.

For the upper bound, use $n_++n_-=a+b$ and $n_+n_-=ab-s^2$:

$$(2-n_+)(2-n_-)=4-2(a+b)+ab-s^2=(2-a)(2-b)-s^2 .$$

If $a,b<2$, the sum $(2-n_+)+(2-n_-)$ is positive, so at most one factor is negative. Therefore

$$n_+>2\quad\Longleftrightarrow\quad s^2>(2-a)(2-b).$$

A block can break the bound although both its diagonal elements respect it.

### 4. Where the bounds fail

The scan runs from 1.00 to 3.60 Å in steps of 0.05 Å, and of 0.10 Å beyond 2.50 Å. Each CCSD solution starts from the one at the preceding distance. The sign changes of $m$ are then refined:

- CCSD first leaves the bounds at $R=1.784$ Å (3.372 bohr), with $n>2$ in the $\sigma_g$ block.
- It re-enters at 2.50 Å; at the preceding grid point, 2.45 Å, the largest violation is $n>2$ in the $\sigma_u$ block.
- It leaves again at 2.58 Å; at the next grid point, 2.60 Å, the largest violation is $n>2$ in the $\sigma_g$ block.

The search recorded at most three crossings, and a pair of crossings between neighbouring grid points would escape it. The density is outside the bounds at every grid point from 2.60 to 3.60 Å, through the $\sigma_g$ block and by no more than $2.5\times10^{-5}$ electrons.

The mechanism can be followed at 1.80 Å, just past the first crossing. The $\sigma_g$ block of $\gamma$ has diagonal elements 1.97340 and 1.66284 and off-diagonal elements $-0.10349$ and $-0.08648$. Hence $s=-0.09499$, and

$$s^2=0.00902,\qquad(2-a)(2-b)=0.02660\times0.33716=0.00897 .$$

The first number is larger, so the bound is broken. The eigenvalue formula gives

$$n_+=1.81812+\sqrt{0.15528^2+0.00902}=2.0001 .$$

Without symmetrization, the product $\gamma_{pq}\gamma_{qp}=0.00895$ lies below 0.00897, and the larger eigenvalue is 1.99995. The raw eigenvalues at this distance therefore hide a violation that is present in $D$, the matrix that determines properties. FCI gives 1.9978.

The table lists the largest occupation and the occupation of one $\pi_u$ component.

| $R$ (Å) | $n_{\max}$ CCSD | $n_{\max}$ FCI | $\pi_u$ CCSD | $\pi_u$ FCI |
|---|---|---|---|---|
| 1.10 | 1.99604 | 1.99482 | 1.935 | 1.931 |
| 1.50 | 1.99629 | 1.99460 | 1.730 | 1.746 |
| 1.70 | 1.99889 | 1.99665 | 1.290 | 1.530 |
| 1.90 | 2.00105 | 1.99867 | 0.684 | 1.291 |
| 2.30 | 2.00016 | 1.99981 | 0.804 | 1.075 |
| 3.00 | 2.00002 | 1.99997 | 0.976 | 1.009 |
| 3.60 | 2.00002 | 1.99998 | 1.012 | 1.001 |

The largest violation on the grid is 0.0013 electrons, at 1.95 Å. It lies in the $\sigma_u$ block, which overtakes the $\sigma_g$ block between 1.85 and 1.90 Å and supplies the $n_{\max}$ entries at 1.90 and 2.30 Å. The lower bound is not threatened at the distances printed by the program: the smallest CCSD occupation among them is 0.018.

In this minimal basis the upper bound is the sensitive one, because FCI itself approaches it. Two separated ground-state N atoms have the configuration $2s^22p^3$ with parallel $p$ spins. With five valence electrons in $2s$ and $2p$, no other configuration has this spin and parity: $2s2p^4$ has the opposite parity, and $2p^5$ has one unpaired electron. Once the frozen orbitals have become atomic cores, two occupations therefore tend to 2 and six tend to 1. Near that limit a very small positive error is enough to cross the bound.

The bounds miss a much larger fault. At 1.90 Å, CCSD puts 0.684 electrons in each $\pi_u$ component and 1.315 in each $\pi_g$ component, while FCI gives 1.291 and 0.710. The order is inverted, yet all four numbers lie in $[0,2]$. At the same distance the CCSD energy is 0.059 hartree below FCI, which is possible because the CCSD energy is not variational. Already at 1.70 Å, where the bounds hold, the $\pi_u$ occupation is 0.24 below FCI. A violation proves that the density is unphysical; its absence does not show that the density is good.

These distances belong to this basis and to the CCSD solution followed from short bonds. Correlating the core changes little: the excess over 2 is $1.44\times10^{-4}$ instead of $1.45\times10^{-4}$ at 1.80 Å, and 0.0013 in both cases at 1.95 Å. The basis matters much more. With the same frozen core, the largest CCSD occupation at 1.80 and 1.90 Å is 1.990 and 1.992 in 6-31G, and 1.979 and 1.981 in cc-pVDZ, so no bound is broken at these distances. In cc-pVDZ the smallest occupation there is about $5\times10^{-4}$ to $6\times10^{-4}$, and the lower bound is the nearer one. FCI is the reference within the same orbital space; it omits core correlation and everything outside the minimal basis. The numerical check compares the CCSD results with a separate code at 1.10 and 1.50 Å, and three elements of $D$ (the $\sigma_g$ and $\sigma_u$ off-diagonal elements and one $\pi_g$ diagonal element) with finite-difference energy derivatives at 1.50 and 1.80 Å.

## Variation 1: the same ket with its own bra

**Question.** Keep the CCSD amplitudes $T$, but use $\langle\Psi|E_{pq}|\Psi\rangle/\langle\Psi|\Psi\rangle$ with $|\Psi\rangle=e^T|0\rangle$. Do the bounds hold, and is the density better?

**Solution.** They hold, because this is an expectation value in one state and the proof of part 2 applies. At 1.90 Å the largest occupation is 1.99948, against 2.00105 for the CCSD density. The violation there comes from pairing $|\Psi\rangle$ with the different bra $\langle L|$.

The density need not be better. At 3.60 Å its smallest occupation is 0.672, while CCSD gives 0.976 and FCI 0.985. The first number belongs to $\pi_u$ and the other two to $\sigma_u$, but the whole matrix agrees: the Frobenius distance from the FCI density is 0.81 for the new density and 0.026 for CCSD. The density that breaks a bound is the closer one at this distance. At 1.90 Å the order is reversed: the smallest occupations are 0.473 for the new density, 0.654 for CCSD and 0.308 for FCI. All three are $\sigma_u$ occupations, and the Frobenius distances from FCI are 0.50 for the new density and 1.31 for CCSD. Which of the two is closer depends on the distance. The new density also generally differs from the derivative of the CCSD energy found in part 1.

## Variation 2: the other block and the other bound

**Question.** At 1.80 Å the $\sigma_u$ block of $\gamma$ has diagonal elements 1.99695 and 0.36772 and off-diagonal elements 0.04463 and 0.07625. How close is it to each bound?

**Solution.** Here $s=0.06044$ and $s^2=0.00365$. For the lower bound, $n_+n_-=ab-s^2$, so with $a,b>0$ a negative occupation requires $s^2>ab$. Since $ab=0.734$, that is far off.

For the upper bound, $(2-a)(2-b)=0.00305\times1.63228=0.00498$, which exceeds $s^2$, so the block is still allowed. With $n_-=0.36548$, the remaining distance is

$$2-n_+=\frac{0.00498-0.00365}{2-0.36548}=0.0008 ,$$

in agreement with the computed $n_+=1.99919$.

## Values computed for the example and the checks

```
determinants 396, CCSD parameters 29
scan: 1.00 to 3.60 angstrom, 42 of 42 points solved
CCSD code difference: 1.2e-09 hartree, occ. 2.1e-08
FCI code difference: 7.1e-14 hartree
response-density difference: 2.8e-07 electrons
R/angstrom, E_CCSD, E_FCI, lowest Jacobian root (hartree)
1.10 -107.649903 -107.653827 0.71221
1.30 -107.650612 -107.659153 0.42469
1.50 -107.567708 -107.581483 0.25299
1.70 -107.504876 -107.508631 0.18048
1.90 -107.525152 -107.466058 0.20210
2.10 -107.584350 -107.448604 0.34270
2.30 -107.618420 -107.442641 0.38488
2.50 -107.634545 -107.440409 0.41324
3.00 -107.646554 -107.438489 0.45167
3.60 -107.649624 -107.438069 0.46928
R/angstrom, occupations min max: CCSD | FCI | <Psi|Psi> control
1.10 0.01829 1.99604 | 0.01948 1.99482 | 0.01805 1.99605
1.30 0.03403 1.99575 | 0.03821 1.99414 | 0.03308 1.99578
1.50 0.06138 1.99629 | 0.07217 1.99460 | 0.05757 1.99622
1.70 0.16902 1.99889 | 0.14782 1.99665 | 0.13182 1.99791
1.90 0.65381 2.00105 | 0.30826 1.99867 | 0.47331 1.99948
2.10 0.69163 2.00080 | 0.50779 1.99953 | 0.82794 1.99990
2.30 0.80415 2.00016 | 0.66927 1.99981 | 0.73768 1.99997
2.50 0.88044 2.00000 | 0.78131 1.99990 | 0.69977 1.99998
3.00 0.96589 2.00002 | 0.92835 1.99997 | 0.67256 1.99999
3.60 0.97596 2.00002 | 0.98509 1.99998 | 0.67151 2.00000
R/angstrom, occupations pi_u pi_g (each component): CCSD | FCI
1.10 1.93518 0.07120 | 1.93137 0.07719
1.30 1.87641 0.12919 | 1.86764 0.14062
1.50 1.72975 0.27409 | 1.74556 0.26081
1.70 1.29039 0.71046 | 1.52955 0.47386
1.90 0.68419 1.31488 | 1.29142 0.70979
2.10 0.69163 1.30782 | 1.14532 0.85508
2.30 0.80415 1.19562 | 1.07511 0.92505
2.50 0.88044 1.11948 | 1.04064 0.95944
3.00 0.97585 1.02415 | 1.00916 0.99086
3.60 1.01237 0.98763 | 1.00135 0.99866
CCSD leaves bounds at 1.7843 angstrom = 3.3719 bohr: sigma_g, n>2
  margin there -6.8e-09, FCI margin 0.00236
CCSD re-enters bounds at 2.4970 angstrom = 4.7186 bohr: sigma_u, n>2
  margin there -7.4e-10, FCI margin 0.00010
CCSD leaves bounds at 2.5796 angstrom = 4.8747 bohr: sigma_g, n>2
  margin there -9.9e-13, FCI margin 0.00008
smallest margin on grid -0.00134 at 1.95 angstrom
density blocks at 1.80 angstrom (electrons):
 sigma_g raw: 1.97340 -0.10349 -0.08648 1.66284
  eig raw 1.63629+0.00000j 1.99995+0.00000j
  eig sym 1.63610 2.00014; FCI 1.78649 1.99780
 sigma_u raw: 1.99695 0.04463 0.07625 0.36772
  eig raw 0.36563+0.00000j 1.99904+0.00000j
  eig sym 0.36548 1.99919; FCI 0.21731 1.99419
```
